# Why an open charge-voltage loop does not prove ferroelectricity

**The argument under review**

A 20 nm film of SrTiO₃ between metal electrodes is driven at 300 K with a 1 V sine wave at 1 kHz. The integrated current, plotted against voltage, gives an open loop. At zero voltage its two branches lie about 8 µC/cm² apart, and the charge crosses zero near 0.67 V. The argument reads the first number as twice a remanent polarization and the second as a coercive voltage. It concludes that the film is ferroelectric and can store a bit in a tunnel memory. It adds that a positive-up-negative-down (PUND) pulse measurement would settle any remaining doubt.

The conclusion does not follow from the loop, and the added remark claims too much for the pulses. The name of the material does not decide the matter either: bulk SrTiO₃ is paraelectric at room temperature, but strain can make films of it ferroelectric. The numbers below belong to model circuits, not to a measured film.

**What the instrument integrates**

Let all charges and currents be per unit area, with positive current entering the top electrode. For device voltage $v$, the terminal current is

$$j=c\,\frac{dv}{dt}+j_L+P_r\frac{dp}{dt}+\frac{dq}{dt}.$$

Here $c$ is the dielectric capacitance and $j_L$ the leakage current. The switching state $p$ runs from $-1$ to $1$, $P_r$ is the remanent polarization, and $q$ is any slowly relaxing charge seen at the terminals. The instrument records $Q=\int j\,dt$, which carries no label saying which term supplied it.

Take a film with no switching and no slow charge, and with ohmic leakage $j_L=gv$. Neglect series resistance for the moment, so that $v=V_0\sin\omega t$. Integration from $t=0$ gives

$$Q(t)-Q(0)=cV_0\sin\omega t+\frac{gV_0}{\omega}(1-\cos\omega t).$$

The zero of charge is arbitrary, and the usual choice centres the loop. This removes the constant $gV_0/\omega$:

$$Q=cV_0\sin\omega t-\frac{gV_0}{\omega}\cos\omega t.$$

This is an ellipse. The rising branch crosses zero voltage at $\omega t=0$, where $Q=-gV_0/\omega$. The falling branch crosses at $\omega t=\pi$, where $Q=+gV_0/\omega$. The opening is therefore

$$\Delta Q_0=\frac{2gV_0}{\omega}.$$

It is the charge that leaked through during the positive half-cycle. None of it is stored.

For the apparent coercive voltage, set $Q=0$ on the rising branch and define $x=\omega c/g$. Then $\tan\omega t=1/x$, so $\sin\omega t=1/\sqrt{1+x^2}$ and

$$V_c=\frac{V_0}{\sqrt{1+x^2}}.$$

The enclosed area is the work done per cycle. The capacitive part of $\oint v\,dQ$ integrates to zero because $v\,dv/dt$ is the derivative of $v^2/2$. What remains is Joule heat:

$$\oint v\,dQ=g\int_0^{2\pi/\omega}v^2dt=\frac{\pi gV_0^2}{\omega}.$$

**The loop reproduced without ferroelectricity**

Give the film a relative permittivity of 100 and a resistivity of $2\times10^7$ Ω cm. With a thickness of 20 nm these give $c=4.427$ µF/cm² and $g=0.025$ S/cm². At 1 kHz, $\omega=6283$ s⁻¹, so

$$\Delta Q_0=\frac{2(0.025)(1)}{6283}\ \text{C/cm}^2=7.96\ \mu\text{C/cm}^2,$$

$$x=\frac{6283\,(4.427\times10^{-6})}{0.025}=1.11,\qquad V_c=0.668\ \text{V}.$$

These are the two numbers offered as evidence. The area is 12.5 µJ/cm² per cycle, all of it heat in the leakage path.

The shape carries a warning. Differentiating $Q$ and setting the result to zero gives $\tan\omega t=-x$. The maximum lies in the second quadrant, after the voltage peak, at

$$v(Q_{\max})=\frac{V_0x}{\sqrt{1+x^2}}=0.744\ \text{V}.$$

The charge keeps growing while the voltage falls from 1 V to 0.744 V, because the leakage current still exceeds the capacitive current flowing back. Here leakage rounds the tip, but unfinished switching or a slowly relaxing charge could also make $Q$ grow after the voltage peak. Nor would proof of leakage exclude polarization, since a leaky ferroelectric has both currents.

Frequency separates leakage from polarization better, provided that switching finishes within each half-cycle and no slowly relaxing charge is present. For a memoryless leakage law $j_L(v)$ and a fixed sine amplitude, substituting $\theta=\omega t$ gives

$$\int_0^{\pi/\omega}j_L(V_0\sin\omega t)\,dt=\frac1\omega\int_0^\pi j_L(V_0\sin\theta)\,d\theta.$$

The leakage charge thus scales as $1/f$ even when the law is nonlinear. If the law is not odd in voltage, the two half-cycles generally do not cancel, and the loop then also fails to close. In the ohmic example the opening falls from 7.96 to 0.796 µC/cm² between 1 and 10 kHz.

For comparison, add to the same capacitor a hypothetical switching element with $2P_r=10$ µC/cm². This element is not a property assigned to SrTiO₃. At constant voltage it obeys

$$\frac{dp}{dt}=\frac{\operatorname{sgn}(v)-p}{t_s(v)},\qquad t_s(v)=t_0e^{V_a/|v|},$$

with $t_0=0.01$ µs and $V_a=5$ V, so that $t_s=1.484$ µs at 1 V. Without leakage the opening is 10.000 µC/cm² at both frequencies, because switching is completed within each half-cycle. With leakage at 1 kHz it is 17.958 µC/cm², the sum of 10.000 and 7.958. Read as $2P_r$, the loop would overstate the polarization by 80% of its true value.

**What the pulses subtract**

The sequence is a negative preset pulse, two positive pulses P and U, then two negative pulses N and D. All have amplitude $V_0$ and width $w$, and each is followed by a rest of length $s$ at zero applied voltage. The charge of a pulse is counted from its start to the start of the next, so its rest is included. The letters P, U, N and D also denote these charges.

Suppose that the device voltage has settled to zero at both ends of each window. The dielectric then contributes $c\int dv=0$. The preset leaves $p=-1$, P takes it to $+1$, and U finds it there already. If the leakage charge $L$ is the same in both windows,

$$P=2P_r+L,\qquad U=L,\qquad P-U=2P_r.$$

The leakage is equal if its current depends on the present voltage alone and the device sees the same voltage history in both windows. Ohm's law is not needed.

With $w=s=100$ µs, the purely leaky film gives $P=U=(0.025)(1)(100)=2.5$ µC/cm², since one ampere times one microsecond is one microcoulomb. The difference is zero, and the supposed remanence has gone. With the switching element added, $P=12.5$ and $U=2.5$ µC/cm², so the difference is 10.0 µC/cm².

A lopsided leakage law is a harder test. With $v$ in volts, let $j_L=gv(1+0.5v+2v^2)$ and leave out the switching element. The brackets are 3.5 at $+1$ V and 2.5 at $-1$ V, giving $P=8.75$ and $N=-6.25$ µC/cm². Even so, $P-U$ is zero to the printed 0.001 µC/cm². Comparing P with $|N|$ would have suggested a false asymmetry in stored charge; comparing P with U does not.

The pulses must also be long enough to switch the film. Start from $p=-1$ at constant voltage and write $\eta=e^{-w/t_s}$. The distance $1-p$ is 2 before P, $2\eta$ after it and $2\eta^2$ after U. The changes in $p$ are $2(1-\eta)$ and $2\eta(1-\eta)$, so the polarization part of the difference is

$$P-U=2P_r(1-\eta)^2.$$

After a complete preset, P and U pulses only one switching time long would recover 40% of $2P_r$. A preset that short could leave the film partly switched and lower the figure further. At 100 µs the loss is negligible in this model.

**Series resistance changes the voltage history**

Let $R$ be the series resistance times the device area. The device voltage is $v=V-Rj$, where $V$ is the applied voltage. For ohmic leakage and a positive pulse, let $S$ be the switched charge and $Q$ the total charge in the settled window. Then

$$Q=S+g\int v\,dt,\qquad \int v\,dt=V_0w-RQ.$$

Substituting the second relation into the first gives $Q(1+gR)=S+gV_0w$. Since $S=2P_r$ for P and $S=0$ for U,

$$P-U=\frac{2P_r}{1+gR}.$$

While switching current flows, the resistor takes voltage away from the leakage path. P therefore contains less leakage than U, and the subtraction removes too much.

The example device is a 20 µm square, of area $4\times10^{-6}$ cm². The 50 Ω used in the other circuit calculations gives $gR=5\times10^{-6}$ at the standard leakage, which is negligible. A resistance of 1 MΩ gives $R=4$ Ω cm² and $gR=0.1$. With widths and rests lengthened to 2 ms, so that switching and charging can finish, the difference falls to 9.091 µC/cm², in agreement with $10/1.1$. Shorter windows could violate the settling condition, and this formula would not then apply.

**A tunnel memory has leakage with memory**

A ferroelectric tunnel memory is read through a change of current with polarization. Its leakage therefore cannot be treated as memoryless. As a simple model take $g(p)=g(1+ap)$.

During P the state is $p=1-2e^{-t/t_s}$, whereas during U it stays at 1. For $w\gg t_s$ the leakage difference is

$$agV_0\int_0^w(p-1)\,dt=-2agV_0t_s(1-e^{-w/t_s})\simeq-2agV_0t_s.$$

Hence $P-U=2P_r-2agV_0t_s$. During N the state is $p=-1+2e^{-t/t_s}$ and the voltage is negative. Relative to D, which has $p=-1$, the leakage difference is

$$-agV_0\int_0^w(p+1)\,dt\simeq-2agV_0t_s.$$

The switched charge is $-2P_r$, which has the same sign, so $|N-D|=2P_r+2agV_0t_s$. For $a=0.5$ the shift is $2(0.5)(0.025)(1)(1.484)=0.037$ µC/cm². The two differences are 9.963 and 10.037 µC/cm², and their mean is 10.000. The mean restores $2P_r$ here because the switching is mirror-symmetric and the state-dependent part of the conductance is odd in $p$. A real tunnel barrier need not satisfy either condition. The choice $a=0.5$ is an on/off ratio of only 3, and a conductance exponential in $p$ has an even part that the mean does not cancel: with the same two end conductances and a leakage of 5 A/cm², the mean would be about 8.0 instead of 10 µC/cm².

The correction is small because the film leaks little during one switching time. It grows in proportion to the leakage, as does a second error. If the conductance drifts by a fraction $d$ between P and U, the false charge is approximately $dgV_0w$. With $d=1\%$, $w=10$ µs and a permitted error of 5% of $2P_r$, the leakage may reach

$$gV_0=\frac{0.05\times10\ \mu\text{C/cm}^2}{0.01\times10\ \mu\text{s}}=5\ \text{A/cm}^2.$$

The circuit gives a drift error of 0.499 instead of 0.500 µC/cm². The 50 Ω resistor accounts for the deficit: now $gR=0.001$, and differentiating $gV_0w/(1+gR)$ with respect to $g$ reduces the error by about 0.2%.

This limit concerns drift alone. At 5 A/cm² and $a=0.5$, the state-dependent shift would be $2(0.5)(5)(1.484)=7.4$ µC/cm², so $P-U$ by itself would be badly wrong. For $P-U$ alone to be reliable, a tunnel barrier has to meet both conditions: little drift charge per pulse, and little state-dependent leakage charge per switching time.

**A non-zero difference is still not proof**

Now remove the polarization and let a trapped charge relax towards $kV$, with time $t_{\rm on}$ under bias and $t_{\rm off}$ at rest. Define

$$A=e^{-w/t_{\rm on}},\quad B=e^{-s/t_{\rm off}},\quad r=AB,\quad K=kV_0(1-A)B.$$

A positive pulse changes $q$ into $Aq+kV_0(1-A)$, and the rest multiplies the result by $B$. One complete window therefore maps $q$ to $rq+K$. If $q=0$ before the negative preset, the successive values are

$$q_0=-K,\qquad q_1=K(1-r),\qquad q_2=K(1+r-r^2),$$

before P, after P and after U. Apart from the common leakage, the two pulse charges are

$$q_1-q_0=K(2-r),\qquad q_2-q_1=Kr(2-r),$$

and their difference is

$$P-U=K(2-r)(1-r).$$

Take $k=3$ µC/cm² per volt and $w=100$ µs. A volatile trap with both times equal to 200 µs gives 0.739 µC/cm² after a 100 µs rest, and 0.016 µC/cm² after 1000 µs. The longer rest lets the charge escape, so the next pulse finds almost no record of the last one.

If capture takes 10 µs but escape takes 1000 s, the result is 5.999 µC/cm² at both rests. In the limit $A\to0$, $B\to1$, the formula becomes $2kV_0=6$ µC/cm². The first positive pulse reverses the trapped charge and the second finds it reversed, which is also how a polarization behaves. The comparison ferroelectric likewise keeps its 10.000 µC/cm² when the rest is lengthened, but only by construction: its switching time diverges at zero voltage and the circuit has no depolarizing field. With such a field and a screening length of 0.05 to 0.1 nm per electrode, the same kinetics would lose roughly 10 to 40% of the polarization within 1 ms.

A rest-time series that extends well beyond the escape time can therefore expose volatile charge, but it cannot identify retained charge. Nor does fading exclude ferroelectricity, because a polarization may switch back. This linear trap would reveal itself through a retained charge proportional to $V_0$, but a trap population that fills up would saturate. A claim of ferroelectricity needs independent evidence that the two retained states have opposite lattice polarization.

**How the model compares with a real film**

The permittivity of 100 is a rough thin-film value, below the bulk room-temperature value of roughly 300. The leakage of 0.025 A/cm² at 0.5 MV/cm describes a poor film and is far above that of a good insulating one. The film is also a test capacitor: tunnel barriers are a few nanometres thick. With a rough 0.8 eV electrode barrier, the zero-temperature formula for a triangular barrier (16 nm wide at this field) gives about $10^{-37}$ A/cm² for the free-electron mass. A light band mass of 0.4 electron masses would raise this to about $10^{-21}$ A/cm², which is still negligible. Thermionic emission, with the free mass and an image-force lowering of about 0.11 eV, is estimated at about $3\times10^{-5}$ A/cm². The first figure leaves out thermally excited electrons that tunnel near the top of the barrier; at 300 K their current can be comparable with the thermionic one, still far below 0.025 A/cm². With that barrier, the assumed current must come from another path, such as defects. Thermionic emission is exponential in the barrier height, however, and a barrier near 0.63 eV would supply the whole current. At the assumed permittivity of 100, dielectric nonlinearity lowers the peak dielectric charge by about 1% (with the same coefficient and the bulk permittivity it would be nearly 20%), self-heating is at most about $5\times10^{-4}$ K on a substrate that conducts 10 W/(m K), and the field is half a rough breakdown value of 1 MV/cm.

The assumption most at risk is that leakage has no memory. A rough extrapolation of oxygen-vacancy mobility, with an activation energy of 0.6 eV, gives a drift of the order of 0.01 nm in one 100 µs pulse, but a crossing of the whole film in a fraction of a second of steady bias. An activation energy 0.1 eV higher would slow the drift nearly 50-fold. Short pulses of alternating sign are therefore safer than long dwells in this estimate. Temperature matters as well. If leakage has an activation energy of 0.6 eV, it rises 43-fold at 358 K. At the same drive and frequency the false loop opening would grow from 8 to about 340 µC/cm². The leakage charge per 100 µs pulse would become about 110 µC/cm², and a 1% drift would then imitate roughly 1 µC/cm² of polarization.

**Assessment**

A capacitor and a resistor reproduce both numbers read from the loop, so those numbers do not establish ferroelectricity. The authors should report all four pulse charges, vary the pulse width and the rest, and repeat the loop at a second frequency. If $P-U$ vanishes under settled conditions, with pulses long enough to switch the film and the leakage corrections small, there is no retained switching charge to explain at that voltage. If it survives, leakage with memory and volatile charge must first be excluded; what then remains is a retained charge whose origin must still be established. The numerical output gives the values for each case.

## Numbers as computed

```
Film thickness: 20 nm
Relative permittivity: 100 (no unit)
Resistivity: 2.0e+07 ohm cm
Drive amplitude: 1.0 V
Peak field: 0.50 MV/cm
Capacitance: 4.427 uF/cm2
Leakage conductance: 0.025 S/cm2
Leaky loop opening, 1 kHz: 7.958 uC/cm2
Leaky loop opening, 10 kHz: 0.796 uC/cm2
Leaky apparent coercive, 1 kHz: 0.668 V
Leaky loop area, 1 kHz: 12.500 uJ/cm2
Leaky voltage at maximum Q, 1 kHz: 0.744 V
Model element 2Pr: 10.000 uC/cm2
Model switching time at 1 V: 1.484 us
Lossless ferro opening, 1 kHz: 10.000 uC/cm2
Lossless ferro opening, 10 kHz: 10.000 uC/cm2
Leaky ferro opening, 1 kHz: 17.958 uC/cm2
PUND width and rest: 100 us each unless stated
Leaky P, U, N, D: 2.500, 2.500, -2.500, -2.500 uC/cm2
Ferro P, U, N, D: 12.500, 2.500, -12.500, -2.500 uC/cm2
Leaky P-U: 0.000 uC/cm2
Leaky ferro P-U: 10.000 uC/cm2
Nonlinear leak P: 8.750 uC/cm2
Nonlinear leak N: -6.250 uC/cm2
Nonlinear leak P-U: 0.000 uC/cm2
P-U with 1 Mohm, 2 ms width/rest: 9.091 uC/cm2
Leakage contrast a: 0.5 (no unit)
State-dependent leak P-U: 9.963 uC/cm2
State-dependent leak |N-D|: 10.037 uC/cm2
Mean of these differences: 10.000 uC/cm2
Leak limit, 1% drift, 5% error, 10 us: 5.000 A/cm2
Simulated drift error at that limit: 0.499 uC/cm2
Trap coefficient k: 3.0 uC/cm2/V
Volatile trap t_on = t_off: 200 us
Frozen trap t_on: 10 us; t_off: 1000 s
volatile trap P-U, rest 100 us: 0.739 uC/cm2
volatile trap P-U, rest 1000 us: 0.016 uC/cm2
frozen trap P-U, rest 100 us: 5.999 uC/cm2
frozen trap P-U, rest 1000 us: 5.999 uC/cm2
Ferro P-U, rest 1000 us: 10.000 uC/cm2
Nonlinear dielectric charge loss: 1.3 %
Peak field / rough breakdown field: 0.50 (no unit)
Tunnelling estimate: 1.7e-37 A/cm2
Thermionic estimate: 3.3e-05 A/cm2
Peak ohmic leakage: 0.025 A/cm2
Self-heating estimate: 5.0e-04 K
Vacancy drift per 100 us pulse: 0.008 nm
Vacancy film-crossing time: 0.25 s
Leakage factor at 358 K, 0.6 eV: 43 (no unit)
Model depolarizing voltage: 0.103 V
Model retention time: 1e+13 s
```
